\section*{Plasmon satellite of a core level in one-shot GW}

\section{Problem}

A filled core level of energy $\varepsilon$ loses its electron, and the hole couples to one undamped plasmon of energy $\omega$. Spin is omitted and $\hbar=1$. The Hamiltonian is
\begin{equation}
H=\varepsilon\,c^\dagger c+\omega\,b^\dagger b+g\,(1-c^\dagger c)(b+b^\dagger).
\label{eq:H}
\end{equation}
Here $c$ removes the core electron, $b$ removes a plasmon, and $g>0$ is the coupling energy. While the level is filled the coupling vanishes. The initial state is therefore the plasmon vacuum, and there is no Hartree shift. Static exchange is taken to be included in $\varepsilon$.

Peaks are placed at $E=E_N-E_{N-1}$, the total energy before removal minus that after it, so the binding energy is $-E$. Write $x=E-\varepsilon$; positive $x$ means weaker binding. The main peak is the one with the largest $x$, where no plasmon is left behind.

One-shot GW is used with $G_0$ at the unshifted level $\varepsilon$ and with the plasmon propagator of \eqref{eq:H} in $W$. For $g=\omega$, how far apart are the main peak and the satellite in this approximation, and how far apart are the main peak and the first satellite in the exact solution? What causes the difference?

\section{First estimate by scaling}

The model has two energies, so any spacing has the form $\omega f(g/\omega)$. The GW self-energy is of second order in $g$ and is resonant where the hole is accompanied by one plasmon, at $x=-\omega$. Hence $\Sigma\sim g^2/(x+\omega)$, and peaks lie where $x\sim\Sigma$.

For $g\ll\omega$, the main peak has $x\approx g^2/\omega$. Near the resonance, $x\approx-\omega$ on the left gives $x+\omega\approx-g^2/\omega$. The two peaks move apart, to a spacing $\omega+2g^2/\omega$. For $g\gg\omega$, the balance $x^2\sim g^2$ gives $x\sim\pm g$ and a spacing $2g$. Carried to $g=\omega$, the two limits give $3\omega$ and $2\omega$.

In the exact problem the hole exerts a constant force on an oscillator. Such a force moves the equilibrium point and leaves the frequency alone, which suggests a spacing $\omega$ whatever the value of $g$.

\section{Exact solution}

\subsection{The full model}

With the hole present, the plasmon Hamiltonian is $h=\omega b^\dagger b+g(b+b^\dagger)$. Put $B=b+g/\omega$, which obeys the same commutation relation as $b$. Since
\begin{equation}
\omega B^\dagger B=\omega b^\dagger b+g(b+b^\dagger)+\frac{g^2}{\omega},
\end{equation}
the energies of $h$ are $n\omega-g^2/\omega$. The initial energy is $\varepsilon$, so $x$ is minus the energy of $h$:
\begin{equation}
x_n=\frac{g^2}{\omega}-n\omega,\qquad n=0,1,2,\dots
\label{eq:exact}
\end{equation}
The spacing is $\omega$ for every $g$.

The weights are the overlaps of the old vacuum $|0\rangle$ with the eigenstates $|n\rangle_B$. From $b|0\rangle=0$ follows $B|0\rangle=(g/\omega)|0\rangle$. Expanding $|0\rangle=\sum_n c_n|n\rangle_B$ gives $\sqrt{n+1}\,c_{n+1}=(g/\omega)c_n$. After normalization,
\begin{equation}
|c_n|^2=e^{-a}\frac{a^n}{n!},\qquad a=\frac{g^2}{\omega^2}.
\label{eq:poisson}
\end{equation}

\subsection{The GW self-energy}

A filled level with no empty partner cannot polarize, so the plasmon propagator in $W$ is the free one. The Fourier transform of $-ie^{-i\omega|t|}$, times $g^2$, is
\begin{equation}
W_p(\nu)=g^2\left[\frac{1}{\nu-\omega+i0^+}-\frac{1}{\nu+\omega-i0^+}\right].
\end{equation}
For an occupied level $G_0=1/(x-i0^+)$, and
\begin{equation}
\Sigma(x)=i\int\frac{d\nu}{2\pi}\,\frac{W_p(\nu)}{x+\nu-i0^+}.
\end{equation}
The integrand falls as $|\nu|^{-3}$, so the contour may be closed in the lower half-plane. The only pole there is $\nu=\omega-i0^+$. The clockwise contour gives $-2\pi i$ times its residue, and $(i/2\pi)(-2\pi i)=1$. Thus
\begin{equation}
\Sigma(x)=\frac{g^2}{x+\omega-i0^+}.
\label{eq:sigma}
\end{equation}

\subsection{Peaks and weights}

The Dyson equation $G=1/(x-\Sigma)$ has poles at $x=\Sigma(x)$, that is, $x^2+\omega x-g^2=0$. With $S=\sqrt{\omega^2+4g^2}$,
\begin{equation}
x_\pm=\frac{-\omega\pm S}{2},\qquad x_+-x_-=S.
\label{eq:gw}
\end{equation}
At $g=\omega$ the spacing is $\sqrt5\,\omega$.

The weight of a pole is $Z=1/(1-\Sigma')$, where $-\Sigma'=g^2/(x+\omega)^2$. At a pole $g^2=x(x+\omega)$, so this equals $x/(x+\omega)$. Since $2x_\pm+\omega=\pm S$ and $x_\pm+\omega=(\omega\pm S)/2$,
\begin{equation}
Z_\pm=\frac{x_\pm+\omega}{2x_\pm+\omega}=\frac12\left(1\pm\frac{\omega}{S}\right).
\end{equation}

\subsection{Why the spacing is too large}

Let $|n\rangle$ now denote the hole with $n$ original plasmons. After a change of sign of the odd states, $-h$ is a matrix with diagonal elements $-n\omega$ and elements $\beta_n=g\sqrt n$ between $n-1$ and $n$. Keep only $n=0$ and $1$. Eliminating the second state gives
\begin{equation}
G_{00}(x)=\frac{1}{x-g^2/(x+\omega)},
\end{equation}
which is the GW result. One-shot GW therefore allows no second plasmon while the first is present. The one-plasmon state is pushed down by the state above it and lacks the upward push from the two-plasmon state below it.

For weak coupling the two pushes can be compared. The zero-plasmon state lowers the satellite by $g^2/\omega$. The two-plasmon state, with squared coupling $2g^2$, would raise it by $2g^2/\omega$. The net rise $g^2/\omega$ equals that of the main peak and keeps the exact spacing at $\omega$. GW retains the fall alone, hence $\omega+2g^2/\omega$.

The moments $m_k$ of the spectrum show where the error enters. Let $M$ be the matrix just described, so that $m_k=\langle0|M^k|0\rangle$. Then
\begin{align}
M|0\rangle&=\beta_1|1\rangle,\\
M^2|0\rangle&=\beta_1^2|0\rangle-\omega\beta_1|1\rangle+\beta_1\beta_2|2\rangle.
\end{align}
The scalar products of these vectors give $m_1=0$, $m_2=g^2$ and $m_3=-\omega g^2$, all independent of $\beta_2$. The fourth moment is
\begin{equation}
m_4=g^4+\omega^2g^2+g^2\beta_2^2.
\end{equation}
GW has $\beta_2=0$, while the exact value is $\beta_2^2=2g^2$. The missing $2g^4$ comes from the two ways in which two plasmons, emitted one after the other, can be reabsorbed: in reverse order (the nested diagram) or in the order of emission (the crossed diagram, a vertex correction).

\subsection{Other treatments of the same diagram}

\textit{Shifted $G_0$.} Let the level in $G_0$ be moved to $\varepsilon+\Delta$, with $\Delta$ equal to the resulting main-peak position. The pole equation becomes $x(x-\Delta+\omega)=g^2$. Setting $x=\Delta$ gives $\Delta=g^2/\omega$, the exact main peak. The product of the roots is $-g^2$, so the other root is $-\omega$. The spacing is $\omega+g^2/\omega$, or $2\omega$ at $g=\omega$. The factor $\sqrt5$ thus belongs to the unshifted $G_0$.

\textit{Self-consistent $G$ with fixed $W$.} Each pole of $G$ now enters \eqref{eq:sigma} in the same way, so $\Sigma(x)=g^2G(x+\omega)$. Repeated insertion gives the continued fraction of a chain with all $\beta_n=g$. This restores the nested diagram but not the crossed one. At $g=\omega$ the numerical spacing between the first two peaks is $1.54\,\omega$.

\textit{Exponential form.} Let $C(t)$ be the sum of all peaks, each entering as its weight times $e^{-ixt}$. Its term of order $g^2$ is
\begin{equation}
-g^2\int_0^t ds\int_0^s du\,e^{i\omega u}=a\left(e^{i\omega t}-1-i\omega t\right).
\end{equation}
Placing this term in an exponent gives
\begin{equation}
C(t)=e^{-a-ia\omega t}\exp\left(ae^{i\omega t}\right)
=\sum_n e^{-a}\frac{a^n}{n!}\,e^{-i(a-n)\omega t},
\end{equation}
which has the positions \eqref{eq:exact} and weights \eqref{eq:poisson}. In this model, the information in the one-plasmon term suffices once it is exponentiated.

\section{Comparison}

\subsection{Numbers for a 17 eV plasmon}

Take $\omega=g=17$ eV. Then $S=\sqrt5\times17=38.0$ eV, and
\begin{align}
x_+&=\frac{-17+38.0}{2}=10.5\ \text{eV},\\
x_-&=\frac{-17-38.0}{2}=-27.5\ \text{eV}.
\end{align}
The exact main peak is at $17^2/17=17$ eV, and the first satellites are at $0$ and $-17$ eV. GW thus puts the main peak 6.5 eV too low and the satellite 27.5 eV below the exact first one. The GW weights are 0.72 and 0.28. The exact weights begin 0.37, 0.37, 0.18, so the satellites together outweigh the main peak.

The strong-coupling estimate, $2g=34$ eV, is 11\% below the GW spacing; the weak-coupling one, 51 eV, is 34\% above it. The former is closer because $4g^2$ is four times $\omega^2$ in $S^2$. The estimate of the exact spacing, $\omega$, needs no correction.

The GW spacing can also be read from the time signal. Its two peaks give
\begin{equation}
|C|^2=Z_+^2+Z_-^2+2Z_+Z_-\cos St,
\end{equation}
with a first minimum at $t=\pi/S$. Direct integration of
\begin{equation}
\dot C(t)=-g^2\int_0^t ds\,e^{i\omega(t-s)}C(s),\qquad C(0)=1,
\end{equation}
in steps of $0.005/\omega$ at $g=\omega$ gives $S/\omega=2.23606$ from that minimum, against $\sqrt5=2.23607$.

\subsection{Relation to silicon}

The plasmon energy of silicon is roughly 17 eV, but $g=\omega$ is stronger than the coupling estimated for its 2p hole. For the estimate, take an electron gas with the same plasmon energy $\omega_p$ and, in atomic units, a plasmon-pole model with
\begin{equation}
\omega_q^2=\omega_p^2+\frac{v_F^2q^2}{3}+\frac{q^4}{4},\qquad
g_q^2=\frac{4\pi}{q^2}\,\frac{\omega_p^2}{2\omega_q}F(q)^2 .
\end{equation}
Here $v_F$ is the Fermi velocity and $F$ the form factor of a hydrogenic 2p shell with effective charge 9.85. Integrating $g_q^2/\omega_q^2$ over $d^3q/(2\pi)^3$ gives
\begin{equation}
a=\frac1\pi\int_0^\infty dq\,\frac{\omega_p^2F(q)^2}{\omega_q^3}=0.38 .
\end{equation}
A point hole would give 0.40. The value depends on the assumed dispersion: with the small-$q$ RPA coefficient $3/5$ in place of $1/3$, $a$ falls from 0.38 to 0.33. A single plasmon with $a=0.38$ has $g/\omega=0.62$ and a GW spacing $\sqrt{1+4a}\,\omega=1.59\,\omega$. With the whole dispersion kept in $\Sigma$ and a plasmon half-width of 0.5 eV, the spacing of the GW maxima is $1.76\,\omega_p$, about 30 eV, for the unshifted $G_0$; the full Lindhard screening of the same electron gas gives $1.77\,\omega_p$. With $G_0$ shifted to the main peak, the plasmon-pole spacing is $1.53\,\omega_p$, about 26 eV. In the exact solution of the same dispersive model each mode is displaced independently, so the first satellite is a sum of lines at distances $\omega_q$ from the main line, with weights proportional to $g_q^2/\omega_q^2$. With the same half-width, it has its maximum $1.01$ to $1.02\,\omega_p$ from the main line. A half-width of 2 eV, closer to that of silicon, changes the two spacings to about $1.75\,\omega_p$ in GW and $1.04\,\omega_p$ in the exact solution. The realistic coupling reduces the GW error without removing it.

Other neglected effects can be sized. A plasmon full width of roughly 4 eV, inserted as $\omega\to\omega-2i$ eV in \eqref{eq:sigma}, changes the distance between the real parts of the two poles at $g=\omega$ by about 0.1\%. The 2p spin-orbit splitting, roughly 0.6 eV, is 4\% of $\omega$ and doubles each peak. Thermal plasmons are negligible at 300 K. Silicon, with a static dielectric constant of roughly 12, leaves $1/12$ of a static long-range field unscreened, whereas the electron gas leaves none. Reducing $g^2$ by this fraction at all $q$ would lower $\sqrt{1+4a}$ from 1.59 to 1.55.

Energy losses of the outgoing photoelectron add intensity near the satellites. Suppose that every inelastic collision excites one plasmon. For straight paths from a thick, uniform source, with depth $s$ in mean free paths, the once-scattered intensity relative to the unscattered one is $\int_0^\infty se^{-s}ds\big/\int_0^\infty e^{-s}ds=1$. If only a share of the collisions excite plasmons, the electrons with one plasmon loss and no other loss have that share as their ratio to the unscattered ones. The intrinsic first satellite has the ratio $a$ to the main peak, 0.38 in the estimate above. About a third of this comes from $q$ above 0.57 bohr$^{-1}$, where $\omega_q<v_Fq+q^2/2$ and the plasmon can decay into electron-hole pairs; the part below this wave number is about 0.25. The limit 0.57 belongs to the pole model; the RPA plasmon of the same gas enters the pair continuum near 0.70 bohr$^{-1}$ and also contributes about 0.25. In silicon itself the plasmon is damped even at small $q$. The extrinsic part is thus not small beside it, and measured satellite heights cannot be compared with \eqref{eq:poisson} alone. Interference between the two kinds of loss and mixing with other core levels are left out here.

\section*{Computed results}
\begin{verbatim}
plasmon energy (rough, silicon) = 17.0 eV
coupling g in the main example = 17.0 eV
exact main peak x = 17.000 eV
exact first satellite x = -0.000 eV
exact second satellite x = -17.000 eV
exact weights, n = 0, 1, 2 = 0.3679 0.3679 0.1839
exact spacing = 17.000 eV
GW main peak x = 10.507 eV
GW satellite x = -27.507 eV
GW weights, main and satellite = 0.7236 0.2764
GW spacing = 38.013 eV
GW spacing / plasmon energy = 2.23607
same ratio from the beat in time = 2.23606
spacing ratio, G0 shifted to main peak = 2.0000
spacing ratio, self-consistent G, fixed W = 1.5355
fourth moment / w^4, GW, self-consistent G, exact = 2.0000 3.0000 4.0000
electron-gas density for silicon = 0.03106 bohr^-3
Fermi wave number = 0.9725 bohr^-1
2p effective charge (Slater) = 9.85 e
silicon estimate of a, point hole = 0.4021
silicon estimate of a, 2p hole = 0.3845
g / plasmon energy from that a = 0.6201
one-mode GW spacing ratio at that a = 1.5931
half-width used in dispersive spectra = 0.5 eV
dispersive GW spacing ratio = 1.758
dispersive GW spacing = 29.88 eV
dispersive exact first-satellite ratio = 1.015
plasmon full width (rough) = 4.0 eV
GW spacing ratio at g = w with that width = 2.2336
2p spin-orbit splitting (rough) = 0.6 eV
splitting / plasmon energy = 0.0353
thermal plasmon number at 300 K = 2.6e-286
static dielectric constant (rough) = 12
unscreened long-range fraction = 0.083
photoelectron one-loss / no-loss intensity = 1.000
\end{verbatim}
